# Growth of trajectory errors in collision cascades and the need for ensembles

Two simulations of the same collision cascade use the same forces and the same starting data, but round their numbers differently. Let $e_n$ be the difference between the two trajectories after $n$ collisions, divided by a natural scale of the motion such as the radius of an atom or the speed of the ion. The motion is classical, and the runs are deterministic: each new collision is calculated from the positions and velocities left by the previous one.

## Part (a): counting collisions

**Question.** Each collision multiplies a small difference by $\Lambda>1$. Find the number of collisions after which an initial difference $e_0$ reaches order one, and evaluate it for $\Lambda=10$, $e_0=10^{-16}$. How does the answer change if every collision adds a fresh rounding error of size at most $\varepsilon$?

**Answer.** While the difference is small, $e_{n+1}=\Lambda e_n$. Repeated use gives
$$e_n=\Lambda^n e_0 .$$
Setting $e_N=1$ and taking logarithms,
$$N=\frac{\log_{10}(1/e_0)}{\log_{10}\Lambda}=\frac{16}{1}=16 .$$
The number is small because precision enters through its logarithm. At tenfold growth each further decimal digit buys one more collision; at hundredfold growth it buys half a collision.

With fresh rounding the worst case is $e_{n+1}=\Lambda e_n+\varepsilon$. The error made in collision $k$ is amplified by the $n-k$ collisions that follow, so
$$e_n=\Lambda^n e_0+\varepsilon\sum_{k=1}^{n}\Lambda^{n-k}
=\Lambda^n e_0+\varepsilon\,\frac{\Lambda^n-1}{\Lambda-1}.$$
For $\varepsilon=e_0$ and large $n$ this is $\Lambda^n e_0$ multiplied by $1+1/(\Lambda-1)=\Lambda/(\Lambda-1)$. For $\Lambda=10$ the factor is $10/9$, which brings the end forward by $\log_{10}(10/9)\approx0.05$ collision. Later rounding therefore matters much less than the first error, which has been amplified the most.

The law is linear and stops at order one, where the two runs hit different atoms or hit them at quite different places. Tenfold growth is so far an assumption. The next two parts show what sets it.

## Part (b): deflection in a nearly head-on collision

**Question.** An ion of energy $E$ meets a fixed atom with a repulsive central potential $V(r)$. Show that for a small impact parameter $b$ the deflection is $\pi-2b/R$, and find the length $R$. Check the result for a hard disc.

**Answer.** Let $v$ be the speed far away and $\phi$ the polar angle about the atom. Conservation of angular momentum gives $r^2\dot\phi=bv$. Conservation of energy gives
$$\dot r^2+r^2\dot\phi^2=v^2\left(1-\frac{V}{E}\right)
\quad\Rightarrow\quad
\dot r^2=v^2\left(1-\frac{V}{E}-\frac{b^2}{r^2}\right).$$
Dividing $\dot\phi$ by $|\dot r|$ gives $d\phi/dr$. The approach and the retreat sweep equal angles, so the total angle swept is
$$\Phi=2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V/E-b^2/r^2}},$$
where $r_0$ is the turning point. An undeflected ion sweeps $\pi$, and an ion sent straight back sweeps zero. The deflection is therefore $\pi-\Phi$. To first order in $b$ the integral may be taken at $b=0$. It stays finite, because near $r_0$ the root vanishes as $\sqrt{r-r_0}$, which is integrable. Hence
$$\text{deflection}=\pi-\frac{2b}{R},\qquad
\frac1R=\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E}} .$$
For a hard disc $V=0$ outside its radius, and the integral is the inverse of that radius, as it should be. For a soft repulsion the root is smaller than one, so $1/R>1/r_0$ and $R<r_0$: a soft atom scatters like a disc smaller than its distance of closest approach.

## Part (c): repeated collisions

**Question.** The ion bounces between two such atoms, fixed at a distance $D$, close to the line that joins them. The potentials do not overlap. Derive the growth of a small sideways error per collision. What ratio $D/R$ gives tenfold growth? Follow an error of $10^{-16}R$ through sixteen collisions.

**Answer.** Take the joining line as the $x$ axis, and let the ion move towards atom $n$ in the $+x$ direction. Extend its straight path to the plane of the atom. Let $h_n$ be the height there and $\alpha_n$ the slope, both small, so that the impact parameter is $h_n$ to first order.

*Height after the collision.* With momentum $p$, the angular momentum about the atom is $-h_np$ before the collision. Afterwards the ion moves in the $-x$ direction on a line of height $h'$, with angular momentum $+h'p$. Conservation requires $h'=-h_n$.

*Slope after the collision.* For $h_n>0$ the ion is turned upwards through $\pi-2h_n/R$, so its direction angle becomes $\pi+\alpha_n-2h_n/R$. The components of the new direction are $-1$ along $x$ and $2h_n/R-\alpha_n$ along $y$, to first order. The path therefore gains a height $2h_n/R-\alpha_n$ per unit length.

*Flight to the other atom.* Over the distance $D$,
$$h_{n+1}=-h_n+D\left(\frac{2h_n}{R}-\alpha_n\right).$$
The incoming path had left the previous atom at height $-h_{n-1}$ and arrived at $h_n$, so $\alpha_n=(h_n+h_{n-1})/D$. Substitution gives
$$h_{n+1}=-h_n+\frac{2D}{R}h_n-h_n-h_{n-1}
=2g\,h_n-h_{n-1},\qquad g=\frac DR-1 .$$
By reflection the same relation holds for flight in the other direction.

The trial solution $h_n\propto\Lambda^n$ requires $\Lambda^2-2g\Lambda+1=0$, so
$$\Lambda+\frac1\Lambda=2g,\qquad \Lambda=g+\sqrt{g^2-1}$$
for the growing solution; the other root is $1/\Lambda$. Growth is exponential if $g>1$, that is, if $D>2R$. At $D=2R$ it ceases to be exponential. For $D\gg R$, $\Lambda\approx2g=2D/R-2$: a long flight turns a small error of angle into a large error of position.

Tenfold growth needs $2g=10+0.1$, so $g=5.05$ and
$$\frac DR=6.05 .$$

If the error starts on the growing solution, $h_n=10^{n-16}R$. This predicts $10^{-6}R$ after ten collisions, $0.1R$ after fifteen and $R$ after sixteen. Ray tracing between hard discs, with the full law of reflection, gives $1.0000\times10^{-6}$, $0.1000$ and $0.9959$ for $h/R$. The last value departs slightly from the linear law, as it must when $h$ is comparable with $R$. At $h=R$ the ion just grazes the disc, while the unperturbed ion hits it head-on. The two trajectories then have nothing in common.

Another initial error changes only the prefactor. For a parallel shift, $\alpha_0=0$, hence $h_{-1}=-h_0$ and $h_1=(2g+1)h_0=11.1\,h_0$. Writing $h_n=(A\,10^n+B\,10^{-n})h_0$ gives $A+B=1$ and $10A+0.1B=11.1$. Subtracting $0.1$ times the first equation from the second leaves $9.9A=11$, so $A=1.1111$, the value also found by ray tracing.

Rounding alone has the same effect. An ion started along the joining line should stay on it for ever. With the line tilted, so that its coordinates are rounded, the ion misses a disc after a median of 17 collisions in double precision, over 21 directions. Arithmetic with 60 digits raises this to 61. The gain of 44 collisions is close to the gain in digits: this arithmetic carries 203 bits against 53, about 45 decimal digits more. For $\Lambda=100$ in double precision the median is 8, about half of 17. The count need not be exactly 16: at tenfold growth, a first error ten times smaller delays the miss by one collision, and the size of the first rounding error varies with the direction of the line.

## Part (d): hydrogen between silicon atoms

**Question.** Take silicon neighbours at $D=0.2351$ nm and the ZBL universal potential for hydrogen on silicon. The integral of part (b) gives $R=0.03886$ nm at $E=38.8$ eV. Find the growth per collision, and judge whether a real ion could follow the law for sixteen collisions.

**Answer.** Here $D/R=0.2351/0.03886=6.05$, so the growth is tenfold. The energy was chosen to give this value; at other energies $R$ and the growth differ. The closest approach is $0.05579$ nm, larger than $R$, as expected for a soft potential.

Both formulas can be tested against Newton's equations. At $b=5.0\times10^{-4}$ nm the formula gives $2b/R=0.025731$ rad, and the integrated trajectory gives $0.025730$ rad. For atoms $1.0$ nm apart, where the potentials hardly overlap, the recurrence gives $\Lambda=49.442$; linearized motion in the field of both atoms gives $49.445$.

The model leaves out several effects, which change its result by very different amounts.

- **Overlap.** At the true bond length the ion feels both atoms at once. Linearized motion in both potentials, with 38.8 eV of kinetic energy at the midpoint, gives $\Lambda=11.02$ instead of 10. The change depends on where the energy is counted: the two atoms together give a potential energy of 8.0 eV at the midpoint, and if 38.8 eV is the total energy, $\Lambda=10.03$.
- **Recoil.** A free silicon atom of mass $M$ takes up energy. In a head-on elastic collision an ion of mass $m$ keeps the fraction $[(M-m)/(M+m)]^2=0.8662$. After sixteen collisions $38.8\times0.8662^{16}=3.90$ eV is left. A slower ion turns back further out, $R$ grows and $\Lambda$ falls. The recurrence with $R$ recalculated at each energy would turn an error of $10^{-16}$ into $1.5\times10^{-4}$, but it ignores the overlap, which is no longer small: in the last collisions the ion has less kinetic energy at the midpoint than the 8.0 eV of potential energy there. Linearized motion in both potentials gives $1.5\times10^{-2}$ for fixed atoms with the energy reduced by the factor above, and $3\times10^{-2}$ if the struck atom is free to move. The mean growth is then about 8 per collision.
- **Electronic stopping.** The Lindhard–Scharff formula gives a loss of 0.70 eV per bond length at the initial energy. The first recoil takes $38.8\times0.1338=5.2$ eV, so the electronic loss is the smaller correction.
- **Chemical binding.** The ZBL potential is purely repulsive, whereas hydrogen and silicon attract each other at bonding distances. At half a bond length, $0.1176$ nm, ZBL gives $+4.0$ eV for one Si–H pair. An unrestricted Hartree–Fock calculation for the isolated pair (def2-TZVP basis) gives about $-0.7$ eV relative to separate atoms; electron correlation at second order (UMP2, same basis) lowers this to about $-1.2$ eV. The difference also affects the first collision. With either calculated curve of the neutral doublet pair in place of ZBL, and 38.8 eV of kinetic energy at the midpoint, the growth is about 9 instead of 11.02. All values in this part therefore describe the ZBL model, and those for the last, slow collisions in particular are not a prediction for real hydrogen in silicon.
- **Quantum motion.** The de Broglie wavelength is $0.0046$ nm, or 12 % of $R$. A sideways uncertainty of that size reaches order $R$ after about one tenfold collision. The sixteen collisions therefore describe the calculated classical path. They do not mean that nature fixes the path of a hydrogen ion to sixteen digits.

A hydrogen ion that enters silicon with an energy of some keV has slowed to 38.8 eV only near the end of its track. A real ion would also not return sixteen times to the same two atoms, which would have moved. Recoil and overlap have to be taken together: in the ZBL model, sixteen collisions of the slowing ion use up about fourteen digits, and two runs could still be compared, though only roughly. The general statement thus needs its premise, that the growth stays tenfold for sixteen collisions. In a cascade the energy lost by one atom sets others in motion, and collisions can continue.

## Part (e): a cascade of many atoms

**Question.** Sixteen hard spheres with the mass of silicon move in a rigid box at the atomic density of silicon, $49.97\ \text{nm}^{-3}$. One receives 200 eV; the others start at rest. A second run changes one velocity component of the struck atom by its last bit. The difference is the norm of the velocity difference of all atoms, divided by the initial speed of the struck atom, at equal numbers of pair collisions. The medians over 100 pairs of runs are:

| Pair collisions | Difference, last-bit change |
|---|---|
| 0 | $7.0\times10^{-17}$ |
| 42 | $1.2\times10^{-9}$ |
| 104 | first above 0.5 |

A change of direction by $10^{-8}$ first exceeds 0.5 after 42 pair collisions. Interpret these numbers.

**Answer.** Each pair collision involves two atoms, so $n$ pair collisions mean $2n/16$ collisions per atom on average. The last-bit change reaches order one after $2\times104/16=13.0$ collisions per atom, at a median time of 493 fs.

In a linear regime the ratio of two small errors tends to a constant. When the $10^{-8}$ change has reached order one, the last-bit change should be smaller by roughly the ratio of the initial errors, $7\times10^{-9}$. The observed $1.2\times10^{-9}$ agrees within a factor of six. Closer agreement is not expected, because the two changes point in different directions and rounding continues.

Between differences of $10^{-12}$ and $10^{-3}$ the growth factor is 10.4 per collision of each atom (about 11 for another set of random starts). Tenfold growth is thus a fair description of this model, though the value depends on density and sphere diameter. At that rate the 15.9 decades from $7.0\times10^{-17}$ to 0.5 would take 15.6 collisions per atom, not 13.0. The table shows where most of the difference arises: the first 42 pair collisions, or 5.25 per atom, produce 7.2 decades, which is 1.4 decades per collision. This fast growth belongs to the start with a single struck atom. For an initial change of $10^{-13}$, the first 21 pair collisions give 1.7 decades per collision of each atom; if the same energy is shared among all atoms from the start, they give about 0.8. Later both rates are close to 1.

The velocities of the struck atom in the two runs have a correlation of 1.000000 after 40 pair collisions and 0.176 after 400. The early part of a cascade can therefore be compared atom by atom; the late part cannot. The late correlation is small but not clearly zero: 300 independent pairs of components would give a chance value of about $1/\sqrt{300}=0.06$. Part of it comes from 8 of the 100 pairs, in which the last-bit change was rounded away within the first five collisions, so that both runs remained identical. The median does not reveal this. Without these pairs the correlation is 0.12, about twice the chance value. This remainder is a fluctuation: taken over all sixteen atoms the correlation is 0.02, and another set of random starts gives $-0.07$ for the struck atom.

The box is an illustration, not a prediction of damage in silicon. It has no binding, no electronic stopping and no escape of heat, and its 12.5 eV per atom is far more than a spreading cascade retains. The sphere diameter, $0.1414$ nm, is the ZBL closest approach at that energy. At 1 eV per atom it would be $0.2363$ nm, slightly more than the bond length. Neighbours in the silicon lattice would then be in contact even at rest, and separate two-body collisions would no longer be a sound picture.

## Part (f): what can be compared

**Question.** Show why an ensemble mean survives a rounding change that destroys single trajectories. The mean time for 400 pair collisions, over 100 runs, is 1799 fs in the reference. It shifts by $1.5\pm9.3$ fs for the last-bit change and by $-322\pm12$ fs for spheres 10 % wider, with the same starting data. The errors are standard errors of the mean paired difference. Interpret them, and estimate the number of runs needed to detect a 1 % change.

**Answer.** Let a starting coordinate $x$ be drawn from a density $p(x)$, and let $F(x)$ be the final observable, with $|F|\le F_m$. However wildly $F$ varies, a shift of every starting value by $\delta$ changes the mean by
$$\int F(x+\delta)\,p(x)\,dx-\int F(x)\,p(x)\,dx
=\int F(y)\,[\,p(y-\delta)-p(y)\,]\,dy ,$$
where $y=x+\delta$ in the first integral. The magnitude is at most $F_m\int|p(y-\delta)-p(y)|\,dy$. For a uniform density of width $w$, the two densities differ by $1/w$ on two strips of length $\delta$, so the bound is $2F_m\delta/w$. With $\delta/w=10^{-16}$ this is negligible. The shift is amplified in each trajectory but not in the mean, because it merely exchanges starting points within a smooth distribution. The proof covers one initial shift. For rounding in every collision the same conclusion is plausible, and the simulation tests it for this case.

A finite ensemble adds sampling error. If $d_i$ is the difference in pair $i$, the $M$ pairs are independent and each $d_i$ has variance $s^2$, then
$$\operatorname{var}\left(\frac1M\sum_i d_i\right)=\frac{1}{M^2}\,M s^2=\frac{s^2}{M},
\qquad \text{standard error}=\frac{s}{\sqrt M}.$$
For the last-bit change $s=93$ fs, hence $93/\sqrt{100}=9.3$ fs. The difference in time between two runs that start one last bit apart thus has a standard deviation of about 5 % of the mean time, while the mean shift of 1.5 fs is well within its error. The wider spheres shorten the time by 18 %, or about 27 standard errors. The ensemble ignores the rounding and detects the change of physics.

To detect a shift $\Delta$ at three standard errors requires $3s/\sqrt M=\Delta$, so $M=(3s/\Delta)^2$. For the changed spheres $s=11.7\times\sqrt{100}=117$ fs. If a smaller change has the same scatter, then for $\Delta=18$ fs
$$M=\left(\frac{3\times117}{18}\right)^2\approx380 .$$
One pair of runs could not show such a change.

The conclusion applies to quantities that depend on individual trajectories, in runs that differ in rounding and have passed the number of collisions found in part (a). Conserved quantities, the early part of a cascade and bitwise identical repetitions can still be compared run by run. Higher precision postpones the limit by one collision per digit at tenfold growth, but it does not remove the uncertainty of the physical starting data. Most of the values are in the numerical output below.

## Computed results

```
TENFOLD GROWTH BETWEEN TWO HARD DISCS
D/R for tenfold growth: 6.05
h/R after 10 collisions from 1e-16: 1.0000e-06
h/R after 15 collisions: 0.1000
h/R after 16 collisions: 0.9959
prefactor for a parallel shift: 1.1111
collisions until lost, double precision: 17
collisions until lost, 60 digits: 61
same, double precision, growth 100: 8
HYDROGEN BETWEEN SILICON NEIGHBOURS (ZBL)
lattice constant: 0.543 nm; bond: 0.2351 nm
effective radius for tenfold growth: 0.03886 nm
ion energy for tenfold growth: 38.8 eV
closest approach at that energy: 0.05579 nm
test impact parameter: 5.0e-04 nm
pi - deflection, Newton: 0.025730 rad
pi - deflection, formula: 0.025731 rad
growth at D = 1.0 nm, linearized motion: 49.445
growth at D = 1.0 nm, formula: 49.442
NEGLECTED EFFECTS
growth at bond length with overlap: 11.02
energy kept per head-on collision: 0.8662
energy after 16 collisions: 3.90 eV
h after 16 slowing collisions (start 1e-16): 1.50e-04
electronic loss per bond length: 0.70 eV
de Broglie wavelength: 0.00459 nm
HARD-SPHERE CASCADE
atoms: 16; runs per ensemble: 100
energy given: 200 eV; per atom: 12.5 eV
density: 49.97 nm^-3; box edge: 0.6841 nm
sphere diameter: 0.1414 nm
diameter at 1 eV per atom: 0.2363 nm
initial relative error, last bit (median): 7.02e-17
pair collisions to difference 0.5, last bit: 104
the same per atom: 13.0
median time at that point: 493 fs
pair collisions to difference 0.5, from 1e-8: 42
last-bit difference at that count: 1.20e-09
growth factor per collision of each atom: 10.42
velocity correlation after 40 collisions: 1.000000
velocity correlation after 400: 0.176
mean time for 400 collisions, reference: 1799.0 fs
mean time, last-bit change: 1800.5 fs
shift of mean: 1.5 fs; standard error: 9.3 fs
scatter of single-run differences: 93.0 fs
mean time, spheres 10 % wider: 1476.9 fs
shift of mean: -322.1 fs; standard error: 11.7 fs
```
